# When transverse phonon quantisation matters in a 100 nm silicon beam

A suspended silicon beam 100 nm wide joins two thermal reservoirs in a cryostat. Its lattice waves carry heat from the warmer end to the cooler one. At high temperature the waves are short compared with the width, and their spectrum is close to that of a bulk crystal. At low temperature only a few of the standing-wave patterns across it are thermally excited. Where does the change occur? The statement to be tested is that the finite width is important only below about one kelvin.

## The estimate

Let the section be a square of side \(w=100\) nm and let all waves travel at \(v=6\) km/s. The lowest pattern that varies across the beam fits half a wavelength into the width, so its wavelength is \(2w\) and its frequency is \(v/(2w)\). Equating its quantum of energy to \(k_BT\) defines

\[
T_1=\frac{hv}{2wk_B}.
\]

The frequency is \(6000/(2\times10^{-7})=30\) GHz, the quantum is 0.124 meV, and \(T_1=1.44\) K.

The thermal wavelength gives a second view. The thermal energy per unit frequency in a bulk solid varies as \(x^3/(e^x-1)\), with \(x=hf/(k_BT)\). Setting the derivative to zero gives \(3(1-e^{-x})=x\), whose nonzero root is \(x=2.82\). The corresponding wavelength is \(hv/(2.82\,k_BT)\), which is 102 nm at 1 K, about the width of the beam. The peak frequency falls to the first gap at \(T_1/2.82=0.51\) K.

Both arguments point to about one kelvin, but neither says how large the effect is there, or how fast it fades above. For that a measurable quantity is needed, and the heat conductance serves.

## Conductance of one mode

Assume that the beam is long and straight, that its faces are free and reflect specularly, and that the contacts pass every wave without reflection. Consider first a scalar wave, standing for one polarisation. At a free face its normal slope vanishes, so the patterns are \(\cos(m\pi y/w)\cos(n\pi z/w)\) with \(m,n=0,1,2,\ldots\) Inserting such a pattern, multiplied by \(e^{iqx}\), into the wave equation gives

\[
\omega^2=\omega_{mn}^2+v^2q^2,\qquad
\omega_{mn}=\frac{\pi v}{w}\sqrt{m^2+n^2}.
\]

Only the uniform pattern \(m=n=0\) has no gap. The first gap, \(\pi v/w\), corresponds to \(k_BT_1/\hbar\), as in the estimate.

Waves leaving a reservoir carry its Bose occupation \(n_B=1/(e^{\hbar\omega/k_BT}-1)\). The heat current sent forward by one mode is

\[
J=\int_0^\infty\frac{dq}{2\pi}\,\hbar\omega\,\frac{d\omega}{dq}\,n_B
=\int_{\omega_{mn}}^\infty\frac{d\omega}{2\pi}\,\hbar\omega\,n_B .
\]

The group velocity has cancelled against the density of states. For a small temperature difference the opposing currents nearly cancel, and the conductance is \(dJ/dT\). With \(y=\hbar\omega/(k_BT)\),

\[
\hbar\omega\frac{\partial n_B}{\partial T}=k_B\frac{y^2e^y}{(e^y-1)^2},
\qquad d\omega=\frac{k_BT}{\hbar}\,dy .
\]

The prefactor is \(k_B^2T/(2\pi\hbar)=k_B^2T/h\). Writing \(t=T/T_1\) and summing over modes,

\[
G=\frac{k_B^2T}{h}\sum_{m,n\ge0}\phi\!\left(\frac{\sqrt{m^2+n^2}}{t}\right),
\qquad
\phi(x)=\int_x^\infty\frac{y^2e^y}{(e^y-1)^2}\,dy .
\]

## Low temperature: the plateau

For the gapless mode, integration by parts gives

\[
\phi(0)=\int_0^\infty\frac{2y}{e^y-1}\,dy=2\cdot\frac{\pi^2}{6}=\frac{\pi^2}{3}.
\]

It therefore contributes \(G_0=\pi^2k_B^2T/(3h)\), whatever the width or sound speed. At 1 K this is 0.946 pW/K.

For a gapped mode with \(x\gg1\), the integrand is close to \(y^2e^{-y}\), and two integrations by parts give \(\phi(x)\simeq e^{-x}(x^2+2x+2)\). The lowest gap belongs to two modes, \((1,0)\) and \((0,1)\), each with \(x=1/t\). Dividing by \(\phi(0)\),

\[
\frac{G}{G_0}\simeq1+\frac{6}{\pi^2}\,e^{-1/t}
\left(\frac1{t^2}+\frac2t+2\right),\qquad t\ll1 .
\]

At 0.25 K, \(1/t=5.76\) and the correction is 0.09. The full sum gives \(G/G_0=1.098\), the small remainder coming from higher modes. The plateau in \(G/G_0\) is thus reached well below \(T_1\): the excess is 10% at 0.251 K.

## High temperature: a smooth count

When many modes are excited, the sum can be replaced by an integral over a smooth mode count. Let \(N(s)\) be the number of modes with \(\sqrt{m^2+n^2}\le s\), where \(s=\omega w/(\pi v)\).

Consider all integer points, of either sign, in a disc of radius \(s\). Their smooth number is \(\pi s^2\). Each axis holds \(2\lfloor s\rfloor+1\) of them. Since \(\lfloor s\rfloor\) averages \(s-\tfrac12\), the smooth number per axis is \(2s\). Four quadrants, each including its two bounding half-axes, count an off-axis point once, an axis point twice and the origin four times. The disc plus both axes counts these 1, 2 and 3 times, so one must be added for the origin:

\[
4N=\pi s^2+2s+2s+1,\qquad N(s)=\frac{\pi s^2}{4}+s+\frac14 .
\]

At thermal variable \(y\), every mode whose gap lies below \(y\) contributes. Because \(s=ty\), exchanging sum and integral gives

\[
\sum_{m,n}\phi=\int_0^\infty N(ty)\frac{y^2e^y}{(e^y-1)^2}\,dy .
\]

The required integrals follow from one integration by parts:

\[
\int_0^\infty\frac{y^{p+2}e^y}{(e^y-1)^2}\,dy
=(p+2)\int_0^\infty\frac{y^{p+1}}{e^y-1}\,dy=(p+2)!\,\zeta(p+2).
\]

For \(p=0,1,2\) they equal \(\pi^2/3\), \(6\zeta(3)\) and \(24\zeta(4)=4\pi^4/15\). Hence

\[
G_{\rm smooth}=\frac{k_B^2T}{h}\left[\frac{\pi^5}{15}t^2+6\zeta(3)\,t+\frac{\pi^2}{12}\right].
\]

The first term should be the bulk result. To verify this, integrate the heat flux of bulk waves over the forward hemisphere, where \(\int\cos\theta\,d\Omega=\pi\):

\[
G_{\rm bulk}=w^2\,\frac{\pi}{(2\pi)^3}\,vk_B
\left(\frac{k_BT}{\hbar v}\right)^3\frac{4\pi^4}{15}
=\frac{\pi^2w^2k_B^4T^3}{30\,\hbar^3v^2}.
\]

Substituting \(k_BT/(\hbar v)=\pi t/w\) twice leaves \((k_B^2T/\hbar)\,\pi^4t^2/30=(k_B^2T/h)\,\pi^5t^2/15\), as required.

The second term comes from the term \(s\) in \(N\), which is proportional to the perimeter of the section. It is a surface contribution: free faces admit more modes than the bulk count. Dividing by the first term,

\[
\frac{G_{\rm smooth}}{G_{\rm bulk}}
=1+\frac{90\,\zeta(3)}{\pi^5t}+\frac{5}{4\pi^3t^2}
=1+\frac{0.354}{t}+\frac{0.040}{t^2}.
\]

## Two meanings of "important"

The difference between the full sum and \(G_{\rm smooth}\) measures the discreteness of the modes. The difference between \(G\) and \(G_{\rm bulk}\) also contains the surface term. Discreteness is given below as a percentage of \(G\).

| \(T\) (K) | \(G/G_0\) | \(G/G_{\rm bulk}\) | discreteness (%) |
|---|---|---|---|
| 0.1 | 1.00 | 33.4 | 57 |
| 0.5 | 1.89 | 2.52 | 6.7 |
| 1 | 4.83 | 1.61 | 1.3 |
| 2 | 15.3 | 1.28 | 0.20 |
| 5 | 82.7 | 1.11 | 0.015 |

Discreteness makes up 10% of the conductance at 0.42 K and 1% at 1.10 K. In this sense the one-kelvin statement holds, and is even generous. As \(T\to0\) the smooth law tends to \(G_0/4\) while the sum tends to \(G_0\), so the discreteness tends to 75%.

The total departure from bulk behaviour fades more slowly. At 1 K, with \(1/t=1.44\), the smooth ratio is \(1+0.51+0.08=1.59\), close to the full 1.61. Most of the excess at 1 K is therefore a surface effect, which needs no resolved modes. The excess over the bulk law is still 10% at 5.3 K. One kelvin lies within a broad crossover, which runs from 0.25 K to 5.3 K if a 10% departure from either limiting law marks its ends. In the scalar model "only" is justified for discreteness but not for every effect of finite width.

Within this model the thresholds depend on \(t\) alone. Halving the width at fixed sound speed, with the section kept square, doubles all of them.

## A real elastic beam

Silicon carries vector waves, and its free faces mix compression with shear. The beam was therefore also solved as an isotropic elastic solid, with rough silicon speeds of 5.4 km/s (transverse) and 9.0 km/s (longitudinal). Because \(G_{\rm bulk}\propto v^{-2}\), the equivalent single speed obeys \(3/\bar v^2=2/v_T^2+1/v_L^2\). This gives \(\bar v=6.09\) km/s, which supports the choice of 6 km/s.

At \(q=0\) a beam can be shifted in three directions or turned about its axis without strain. It thus has four gapless modes: one stretching, two bending and one twisting. The first gap at \(q=0\) is 27 GHz, or 1.30 K. This equals \(v_T/(2w)\), the frequency of a shear pattern with displacement along the beam, for which a stress-free face again means zero normal slope.

The computed conductance is \(4.00\,G_0\) at 0.1 K and \(15.5\,G_0\), or 14.7 pW/K, at 1 K. Three scalar polarisations would give \(3G_0\) in the cold limit, so the scalar model is low there by a factor 4/3. At 1 K the elastic result exceeds three scalar copies by 7%, or by 10% if the copies are given the mean speed of 6.09 km/s. Its ratio to its own bulk law at 1 K is 1.78, against 1.61 for the scalar beam. The elastic calculation stops at 1 K; that its 10% excess over bulk would persist above 5.3 K is a plausible conjecture.

## Comparison with fabricated beams

The square section is a simplification. If the silicon layer is 220 nm thick, the first scalar gap is set by the thickness and falls to 0.65 K. Crystal anisotropy matters too: rough elastic constants give wave speeds from 4.7 to 9.4 km/s, for which \(T_1\) would formally range from 1.1 to 2.2 K. The first gap is a shear pattern, however, so the shear speeds set it: about 1.4 K for a beam along [100] with cube faces (5.9 km/s) and 1.1 K for a beam along [110] in a (001) layer (4.7 km/s). Lattice dispersion is a small correction. A chain of masses with spacing \(a\) has \(\omega\propto\sin(ka/2)\), which for small \(ka\) lies below the straight line by a fraction \((ka)^2/24\). With \(a=0.54\) nm and the 102 nm wavelength found above for 1 K, this is about \(5\times10^{-5}\). At 5 K the wavelength is five times shorter and the fraction 25 times larger, about 0.1%. The bulk conductance counts modes as \(k^2\) and draws on frequencies above the peak, so it changes about seven times as much, which is still below 1% at 5 K.

Specular reflection is a further assumption. A face with Gaussian height variation \(\eta\) gives a normally reflected wave a random phase \(2kz\), and averaging leaves a specular fraction \(p=e^{-4k^2\eta^2}\). For \(\eta=1\) nm and the dominant wave, the non-specular part \(1-p\) is 1.5% at 1 K and 32% at 5 K. Taking the free path as roughly \(\ell=w(1+p)/(1-p)\) gives about 13 µm at 1 K but only 0.5 µm at 5 K. The 1 K value is optimistic, because the conductance draws on frequencies above the peak. Over the bulk weight the mean of \(y^2\) is \(6!\,\zeta(6)/(4!\,\zeta(4))=28.2\), about 3.5 times \(2.82^2\). This raises \(1-p\) to about 5% and lowers \(\ell\) to about 4 µm at normal incidence, while oblique incidence roughly halves that loss. The formula for \(p\) also assumes roughness correlated over distances long compared with the wavelength, which need not hold for a 100 nm wave. A standing pattern meets a face once in every time \(w/v\) and loses the fraction \(1-p\) of its energy there. For small \(1-p\) its level width is therefore about \((1-p)v/w\). Divided by the first gap \(\pi v/w\), this is \((1-p)/\pi\): 0.005 at 1 K and about 0.1 at 5 K. The modes near the dominant frequency lie closer together than the first gap. Their mean spacing, in the same unit, is \(1/N'(s)=1/(\pi s/2+1)\), about 0.25 at 1 K and 0.06 at 5 K. They are therefore well resolved at 1 K but overlap at 5 K. With fully diffuse faces, \(\ell\approx w\), and no coherent wave returns from a face to form a standing pattern.

Diffuse scattering also lowers the conductance. In a beam of length \(L\gg\ell\) it falls by a factor of order \(\ell/L\), about 0.1 for diffuse faces and \(L=1\) µm. The ballistic values above therefore require a beam much shorter than \(\ell\), which is far easier to satisfy at 1 K than at 5 K. Where the faces scatter diffusely, the width limits the heat flow even when the waves are much shorter than it. This is a further effect of finite width that is not confined to temperatures below one kelvin. Reflection at abrupt contacts, not computed here, would also reduce the conductance. The numerical output lists the remaining values; its "blur/gap" is \(w/(\pi\ell)\), which for partly specular faces is smaller than the relative level width above by the factor \(1+p\).

## Numbers as computed

```
beam width                      100 nm
sound speed                     6.0 km/s
first transverse gap            30.00 GHz
first gap, energy               0.1241 meV
T1 = h v/(2 w kB)               1.440 K
peak of thermal spectrum, x     2.8214
dominant wavelength at 1 K      102.1 nm
G0 at 1 K                       0.9464 pW/K
G at 1 K, one polarisation      4.568 pW/K
bulk law at 1 K                 2.831 pW/K
smooth law at 1 K               4.509 pW/K
scalar beam: T (K), G/G0, bulk/G0, G/bulk, discreteness (%)
   0.10     1.000     0.030   33.431   56.785
   0.25     1.098     0.187    5.875   25.568
   0.50     1.886     0.748    2.522    6.721
   1.00     4.826     2.992    1.613    1.283
   2.00    15.292    11.966    1.278    0.201
   5.00    82.664    74.788    1.105    0.015
  10.00   314.635   299.152    1.052    0.002
G 10% above plateau at          0.251 K
discreteness 10% of G at        0.415 K
discreteness 1% of G at         1.102 K
G 10% above bulk law at         5.26 K
rough transverse, long. speeds  5.4, 9.0 km/s
flux-weighted mean speed        6.09 km/s
gapless elastic modes           4
first elastic gap at q = 0      27.00 GHz
first elastic gap / kB          1.296 K
elastic beam: T (K), G/G0, G/bulk, G/(3 scalar G)
   0.10     4.000    45.896    1.333
   0.25     4.262     7.823    1.293
   0.50     6.598     3.028    1.166
   1.00    15.530     1.782    1.073
elastic G at 1 K                14.70 pW/K
basis change of elastic G, 1 K  0.068 %
rough C11, C12, C44             166, 64, 80 GPa
rough density                   2330 kg/m3
slowest shear, fastest long.    4.68, 9.37 km/s
T1 for these two speeds         1.12, 2.25 K
first gap if 220 nm thick       0.654 K
assumed face roughness          1.0 nm
non-specular part, blur/gap at 1 K  1.50 %, 0.0024
non-specular part, blur/gap at 5 K  31.55 %, 0.0596
blur/gap, fully diffuse faces   0.318
lattice constant (rough)        0.543 nm
lattice frequency shift at 1 K  4.7e-05 (fraction)
```
